# Atom in jellium: self-consistent potential, Friedel check and electronic friction

## The result

A slow ion in an electron gas feels a drag $-Q\mathbf V$ proportional to its velocity $\mathbf V$. For nuclear charge $Z$ in jellium of density $n_0=k_F^3/3\pi^2$, in atomic units,

$$Q=n_0k_F\sigma_{tr},\qquad \sigma_{tr}=\frac{4\pi}{k_F^2}\sum_{l}(l+1)\sin^2(\delta_l-\delta_{l+1}), \tag{1}$$

where $\delta_l$ are the phase shifts at the Fermi wave number $k_F$ in the self-consistent potential of the ion at rest. Before they are used, they must pass the Friedel sum rule

$$\frac{2}{\pi}\sum_l(2l+1)\,\delta_l(k_F)=Z. \tag{2}$$

The left side equals the displaced electron number for any short-ranged potential. It equals $Z$ when the screening is complete, and this makes (2) a check on self-consistency.

The model is non-relativistic, spin-unpolarised Kohn–Sham theory in the local density approximation (Slater exchange, Perdew–Wang 92 correlation). Energies are measured from the bottom of the jellium band, where the potential $v(r)$ vanishes far from the ion. Phases are absolute: $\delta_l\to0$ when $v$ is switched off continuously.

## A one-wave example by hand

Let the ion scatter s waves alone. The radial function $u=r\psi$ is $\sin kr$ without the ion and $\sin(kr+\delta_0)$ outside its potential.

**Counting electrons.** Put a hard wall at a large radius $L$. As the energy rises, each level it passes brings one more node of $u$ inside the wall. The number of levels below $E_F=k_F^2/2$ is therefore the integer part of $(k_FL+\delta_0)/\pi$. Averaged over $L$, the integer part of a number is that number minus $\tfrac12$. Subtracting the same count without the ion leaves $\delta_0/\pi$. Bound levels are included, since they too add nodes. With two spins, at fixed $E_F$,

$$\Delta N=2\delta_0/\pi .$$

**Fixing the phase.** Screening demands $\Delta N=Z$, so $\delta_0=\pi Z/2$. Equation (1) then has one term:

$$Q=\frac{k_F^3}{3\pi^2}\,k_F\,\frac{4\pi}{k_F^2}\sin^2\frac{\pi Z}{2}=\frac{4k_F^2}{3\pi}\sin^2\frac{\pi Z}{2}.$$

For $Z=1$ the phase is $\pi/2$ and the friction is the largest one s wave can give. For $Z=2$ the phase is $\pi$ and the friction vanishes. Friction needs phases modulo $\pi$, while the sum rule needs the multiples of $\pi$ as well.

**What the check cannot do.** Admit a p wave and keep $Z=1$, so that $\delta_0+3\delta_1=\pi/2$. The choice $(\pi/2,0)$ gives $\sum(l+1)\sin^2(\delta_l-\delta_{l+1})=1$. The choice $(\pi/8,\pi/8)$ gives $0+2\sin^2(\pi/8)=1-\cos(\pi/4)=0.29$. Both satisfy (2), so the sum rule is necessary but not sufficient.

## All partial waves

For angular momentum $l$ the outer wave is $\sin(kr-l\pi/2+\delta_l)$. The term $-l\pi/2$ is also present without the ion and cancels in the count. There are $2l+1$ orbitals for each spin, which gives the left side of (2).

**Weak-scattering limit.** To first order, $\delta_l=-2k\int v\,j_l^2r^2dr$. Since $\sum(2l+1)j_l^2=1$,

$$\Delta N=-\frac{4k_F}{\pi}\int v\,r^2dr=-\frac{k_F}{\pi^2}\int v\,d^3r. \tag{3}$$

For the Thomas–Fermi potential $v=-Ze^{-\kappa r}/r$, with $\kappa^2=4k_F/\pi$, the volume integral is $-4\pi Z/\kappa^2=-\pi^2Z/k_F$. Hence $\Delta N=Z$, as screening requires.

**Transport cross section.** The scattering amplitude is $f=k^{-1}\sum(2l+1)e^{i\delta_l}s_lP_l(\mu)$, with $s_l=\sin\delta_l$ and $\mu=\cos\theta$. An elastic collision removes the fraction $1-\mu$ of the forward momentum, so $\sigma_{tr}=2\pi\int(1-\mu)|f|^2d\mu$. Two integrals are needed:

$$\int P_l^2d\mu=\frac{2}{2l+1},\qquad \int\mu P_lP_{l+1}d\mu=\frac{2(l+1)}{(2l+1)(2l+3)}.$$

They give

$$\sigma_{tr}=\frac{4\pi}{k^2}\Big[\sum(2l+1)s_l^2-2\sum(l+1)s_ls_{l+1}\cos(\delta_l-\delta_{l+1})\Big].$$

Split $2l+1=(l+1)+l$ and shift the index in the second part. The first sum becomes $\sum(l+1)(s_l^2+s_{l+1}^2)$. The bracket is then $\sum(l+1)|e^{i\delta_l}s_l-e^{i\delta_{l+1}}s_{l+1}|^2$. Because $e^{i\delta}\sin\delta=(e^{2i\delta}-1)/2i$, each squared modulus is $\sin^2(\delta_l-\delta_{l+1})$, which is (1).

**Friction.** In the ion's frame the Fermi sphere is centred at $-\mathbf V$. For $V\ll k_F$ its occupation is $\Theta(k_F-k)-(\hat{\mathbf k}\cdot\mathbf V)\,\delta(k-k_F)$. Exclusion factors cancel between a collision and its reverse, because $f_k(1-f_{k'})-f_{k'}(1-f_k)=f_k-f_{k'}$. Each electron transfers momentum at the rate $k\sigma_{tr}\mathbf k$ per unit density. The unshifted sphere gives no net force, and the shift gives

$$\mathbf F=-\frac{2}{8\pi^3}\,k_F^4\sigma_{tr}\int\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf V)\,d\Omega=-\frac{k_F^4\sigma_{tr}}{3\pi^2}\mathbf V=-n_0k_F\sigma_{tr}\mathbf V,$$

where the angular integral is $4\pi\mathbf V/3$. This treats elastic scattering in a static potential. Dynamical exchange–correlation and core excitation are left out.

## The self-consistent potential

**From density to potential.** Let $\rho=4\pi r^2(n-n_0)$ and let $q(r)$ be its integral from 0 to $r$. In a box of radius $R$,

$$v=\frac{q(r)-Z}{r}+\int_r^R\frac{\rho}{r'}dr'+\frac{Z-q(R)}{R}+v_{xc}(n)-v_{xc}(n_0).$$

The third term makes the electrostatic part vanish at $R$. Beyond $R$ the potential is set to zero.

**Grid.** The radial equation is $u''=gu$ with $g=2v+l(l+1)/r^2-2E$. The variable $x=\ln r+r/b$ gives fine spacing at the nucleus and nearly uniform spacing far out. Write $p=dr/dx=rb/(r+b)$ and $u=\sqrt p\,y$. Differentiating twice with $d/dr=p^{-1}d/dx$, the terms in $y_x$ cancel:

$$u''=p^{-3/2}\Big[y_{xx}+\Big(\frac{p_{xx}}{2p}-\frac{3p_x^2}{4p^2}\Big)y\Big].$$

Here $p_x/p=dp/dr=b^2/(r+b)^2$ and $p_{xx}/p=(b^4-2b^3r)/(r+b)^4$. Therefore

$$y_{xx}=Gy,\qquad G=p^2g+\frac{b^3(b/4+r)}{(r+b)^4}.$$

**Numerov ratios.** With step $h$, $t=h^2G/12$ and $f=(1-t)y$, the Taylor series through fourth order gives $f_{n+1}+f_{n-1}-2f_n=h^2G_ny_n$, or

$$f_{n+1}+f_{n-1}=U_nf_n,\qquad U_n=\frac{12}{1-t_n}-10 .$$

Let $f^-$ be regular at the nucleus and $f^+$ outgoing at $R$. The ratios $a_n=f^-_{n-1}/f^-_n$ and $b_n=f^+_{n+1}/f^+_n$ obey

$$a_{n+1}=\frac1{U_n-a_n},\qquad b_{n-1}=\frac1{U_n-b_n},$$

and they avoid the overflow of the functions themselves. The Green function is $2u^-u^+/W$, where the Wronskian is $W=(f^-_nf^+_{n+1}-f^-_{n+1}f^+_n)/h=f^-_nf^+_n(b_n+a_n-U_n)/h$ to the order of the method. Hence

$$\mathcal G_l(r_n,r_n)=\frac{2p_nh}{(1-t_n)^2(a_n+b_n-U_n)} .$$

For constant $G=\lambda^2$ and $p=1$ this can be followed by hand. Then $a=b=e^{-\lambda h}$ and $U=2\cosh\lambda h$ up to the Numerov error, so the last factor is $-2\sinh\lambda h$. As $h\to0$, $\mathcal G\to-1/\lambda$, the known free result below the band.

**Density.** The local density of states is $-\mathrm{Im}\,\mathcal G/\pi$. With two spins and the free part $\mathcal G^0$ subtracted,

$$\rho=-\frac2\pi\,\mathrm{Im}\int^{E_F}\!dE\sum_l(2l+1)(\mathcal G_l-\mathcal G_l^0).$$

$\mathcal G$ is analytic in the upper half of the energy plane, so the path may run along an arc from below the 1s level to $E_F$. Core levels, shallow levels and resonances then need no separate search.

**Charge outside the box.** For $r>R$ the difference $\mathcal G_l-\mathcal G_l^0$ is proportional to $[rh_l(kr)]^2$, with $h_l$ the outgoing spherical Hankel function, and its value at $R$ fixes the constant. The remaining integral is

$$\int_R^\infty r^2h_l^2dr=-\frac{R^3}{2}\big(h_l^2-h_{l-1}h_{l+1}\big)_{R}.$$

To verify it, set $B=h_l^2-h_{l-1}h_{l+1}$ and $z=kr$. The recurrence relations give $dB/dz=(3h_{l-1}h_{l+1}-h_l^2)/z$, so $d(z^3B/2)/dz=z^2h_l^2$. The upper limit vanishes for $\mathrm{Im}\,k>0$.

**Iteration.** Let $D$ be output minus input potential. If the input is wrong by $\epsilon$ at wave number $q$, Thomas–Fermi response changes the output by $-(\kappa^2/q^2)\epsilon$, so $D=-(1+\kappa^2/q^2)\epsilon$. At small $q$ a plain step would overshoot badly. Multiplying $D$ by $q^2/(q^2+\kappa^2)$ returns $-\epsilon$, the wanted correction. Anderson mixing then combines earlier steps so as to minimise the damped residual. The factor does not vanish for $q>0$, so the converged solution is unchanged.

**Phases.** At the last two grid points write $u=\alpha S+\beta C$, with $S=zj_l(z)$ and $C=-zy_l(z)$. Then $\tan\delta_l=\beta/\alpha$. For the multiple of $\pi$, let $\Phi$ be the free phase, defined by $\tan\Phi=S/C$ and growing from zero at the origin. If $u$ has $N$ nodes inside $R$, then $\Phi+\delta_l$ lies between $N\pi$ and $(N+1)\pi$.

## Phosphorus in jellium

Take $Z=15$ and the round value $r_s=1.10$ Å. Then $n_0=0.1794$ Å$^{-3}$, $k_F=1.7447$ Å$^{-1}$ and $E_F=11.60$ eV. Partial waves up to $l=20$ are kept, in boxes of 6.5 and 9.5 Å. The bound levels are 1s, 2s, 2p and 3s, at about $-2054$, $-158$, $-110$ and $-3.8$ eV. They are Kohn–Sham eigenvalues, not ionisation energies. They hold 12 electrons, and there is no bound 3p level.

| $l$ | $\delta_l$ (rad) | electrons |
|---|---|---|
| 0 | 7.2604 | 4.622 |
| 1 | 4.6467 | 8.875 |
| 2 | 0.3978 | 1.266 |
| 3 | 0.0414 | 0.184 |
| 4 | 0.0069 | 0.039 |

The last digit of each phase depends on the box: between $R=6.5$ and 12.5 Å the phases move by up to 0.0004 rad.

**Reading the phases.** Three bound s levels account for 6 electrons, but the s total is 4.62, so the s continuum has lost 1.38. The p total exceeds its 6 bound electrons by 2.87. Beyond $\pi$, the p phase is 1.505, close to $\pi/2$, where one wave scatters most strongly.

**Friedel check.** The density gives 14.9525 electrons inside the large box and 0.0337 outside, together 14.9862. The phase shifts, found at one real energy, give the same 14.9862. This confirms the count, and the comparison with $Z$ tests the screening: the sum is low by 0.014 electrons, or 0.09% of $Z$. In the small box it is 15.037, high by 0.25%.

The finite box disturbs the screening in two ways. The potential beyond $R$ is dropped, and the electrostatic part is forced to vanish at $R$, where the Friedel oscillations of an unbounded gas would in general leave it a small value. These oscillations vary as $\cos(2k_Fr+\eta)$, so the disturbance depends on where $R$ cuts them, and the error can take either sign, as it does here. The two effects were not separated. The error falls only slowly and unevenly with $R$: in boxes of 10.2 and 11 Å it is still about $+0.024$ and $-0.023$ electrons, so the 0.014 of the 9.5 Å box is not a bound.

**What a failed check looks like.** The iteration started from the Molière potential $-(Z/r)(0.35e^{-0.3s}+0.55e^{-1.2s}+0.10e^{-6s})$, with $s=r/(0.8853Z^{-1/3})$. In the large box its displaced charge and its phase sum are both 18.7214. The counting identity holds, but the potential draws in 3.7 electrons too many, bound and continuum states together. Its friction coefficient, at the same $n_0$, is 23% above the self-consistent one.

**Independent tests.** An explicit sum over bound and scattering states reproduces the density at five radii between about 0.05 and 2.1 Å to a relative $1.6\times10^{-6}$. For $l=0,1,2$ the phases were also found without node counting. Adding a shell $dr$ of potential changes the phase by $d\delta=-(2v/k)(S\cos\delta+C\sin\delta)^2dr$, and integration from the nucleus agrees within $10^{-6}$ rad.

**Friction.** The terms of the sum in (1) are

$$\sin^2(2.6137)=0.254,\quad 2\sin^2(4.2489)=1.600,\quad 3\sin^2(0.3564)=0.365,\quad 4\sin^2(0.0345)=0.005,$$

in total 2.224. The p–d term supplies 72% of it. With $4\pi/k_F^2=4.128$ Å$^2$, $\sigma_{tr}=9.18$ Å$^2$. Restoring $\hbar=0.6582$ eV fs,

$$Q=\hbar n_0k_F\sigma_{tr}=0.6582\times0.1794\times1.7447\times9.183=1.89\ \text{eV fs/Å}^2,$$

or 0.805 atomic units. The small box changes $Q$ by about 0.01%, much less than its Friedel error might suggest. The Friedel error sits mostly in high partial waves: in the large box $l\ge8$ carry $-0.012$ of the $-0.014$ deficit. Their phases are tiny, enter (2) linearly with weight $2l+1$, and enter (1) only through squared differences. For boxes from 6.5 to 12.5 Å, $Q$ stays within 0.02%.

At an ion energy of 5000 eV the speed is 1.765 Å/fs, or 0.087 of the Fermi speed. The stopping force is $1.891\times1.765=3.34$ eV/Å. Integrating over the full shifted sphere, with the static potential held fixed, gives 3.33 eV/Å. The linear law is thus good to 0.3% as far as kinematics goes. How the moving ion changes its own screening is not covered by this comparison.

## Beside a real implant

Phosphorus is a donor in germanium, whose average valence density corresponds to $r_s$ near 1.1 Å. At 5 keV, nuclear collisions take more energy from such an ion than electrons do, so 3.3 eV/Å is the smaller part of the slowing. It is not a prediction for germanium: the jellium has no germanium core electrons, and the Lindhard–Scharff estimate of the electronic stopping is about 8 eV/Å, against roughly 37 eV/Å for nuclear stopping. A crystal breaks the assumption of uniform density: the ion meets dilute channels and dense bonds, and $Q$ must be averaged along its path. One density was computed here, so the size of the resulting change in $Q$ is not determined. The band gap matters more as the speed falls. To first order in $V$, a head-on collision gives an electron at the Fermi surface $4(V/v_F)E_F=4.1$ eV, well above germanium's gap of roughly 0.7 eV. In this free-electron estimate the transfer falls to the gap near an ion energy of 150 eV. That is a rough scale, not a sharp threshold: a head-on collision gives the largest transfer, so weaker collisions are affected by the gap at higher ion energies, and the real bands of germanium are not those of free electrons. Even at 5 keV the gap is not shown to be negligible. With the phases above, dropping all transfers below 0.7 eV removes about 6% of the friction. Shifting the empty states up rigidly by 0.7 eV, which narrows the window of allowed initial states for every transfer, removes about 40%. Neither crude model settles the size of the effect. The numerical output follows.

## Computed results

```
nuclear charge Z = 15, r_s = 1.10 angstrom
jellium density n0 = 0.1794 per cubic angstrom
Fermi wave number = 1.7447 per angstrom
Fermi energy = 11.597 eV
grid points: small box 715, large box 844
largest l = 20, contour energies = 30
small box R = 6.5 angstrom: 10 iterations
large box R = 9.5 angstrom: 5 iterations
final residual of r*v, large box = 2.5e-04 eV angstrom
bound level 1s = -2053.70 eV
bound level 2s = -157.70 eV
bound level 3s = -3.78 eV
bound level 2p = -109.88 eV
electrons in bound levels = 12
l = 0: delta = 7.2604 rad, electrons = 4.6221
l = 1: delta = 4.6467 rad, electrons = 8.8746
l = 2: delta = 0.3978 rad, electrons = 1.2663
l = 3: delta = 0.0414 rad, electrons = 0.1844
l = 4: delta = 0.0069 rad, electrons = 0.0394
l = 5: delta = 0.0014 rad, electrons = 0.0097
l = 6: delta = 0.0002 rad, electrons = 0.0013
l = 7: delta = 0.0000 rad, electrons = 0.0000
electrons from l = 8 to 20 = -0.0118
displaced charge inside large box = 14.9525 electrons
displaced charge outside large box = 0.0337 electrons
displaced charge, total = 14.9862 electrons
Friedel sum, large box = 14.9862 electrons
Friedel sum, small box = 15.0374 electrons
Moliere potential: displaced charge = 18.7214 electrons
Moliere potential: Friedel sum = 18.7214 electrons
largest relative density difference, two methods = 1.6e-06
largest phase difference, two methods = 9.1e-07 rad
transport cross section = 9.1826 square angstrom
friction coefficient, large box = 1.8914 eV fs/angstrom^2
friction coefficient, large box = 0.8047 atomic units
friction coefficient, small box = 1.8916 eV fs/angstrom^2
friction coefficient, Moliere = 2.3324 eV fs/angstrom^2
shifted sphere / linear formula at speed 0.02 a.u. = 0.99982
ion energy = 5000 eV, ion mass = 30.974 u
ion speed = 1.7649 angstrom/fs
ion speed / Fermi speed = 0.0874
stopping force, linear formula = 3.338 eV/angstrom
stopping force, shifted sphere = 3.329 eV/angstrom
```
